The exposure time that maximises the coverage difference between two surfaces

Two surfaces face the same gas, and each fills with adsorbed molecules at its own rate. If both surfaces start bare and fill by the same law, with one rate constant each, k1 for the first surface and k2 for the second, and nothing else in the problem carries a unit of time, then the exposure time t* at which the two coverages differ most must be built from k1 and k2 alone. Both have the dimension 1/time. The combination 1/√(k1k2) is a time, and the ratio r = k1/k2 is the one independent pure number, so

t* = g(r)/√(k1k2).

The size of the difference does not depend on which surface is called the first. Exchanging the labels leaves √(k1k2) unchanged and turns r into 1/r, so g(r) = g(1/r). The largest difference itself is a pure number and can depend on r alone. Dimensions and symmetry go no further: the function g depends on how the rate of adsorption falls as the surface fills, and that has to be specified.

The question arises in area-selective atomic layer deposition, where a precursor gas should react with a growth surface and leave a neighbouring non-growth surface bare. Let θ be the coverage, meaning the filled fraction of a surface's own adsorption sites. Assume that a molecule, once adsorbed, stays; that the rate is proportional to the fraction of empty sites; and that gas pressure and temperature are constant, so that k is constant. Then

dθ/dt = k(1 − θ), with θ = 0 at t = 0.

The empty fraction φ = 1 − θ has dφ/dt = −dθ/dt = −kφ and starts at φ = 1. Its solution is φ = e^(−kt), and therefore

θ1 = 1 − e^(−k1 t), θ2 = 1 − e^(−k2 t).

Take k1 > k2 > 0, so that surface 1 is the growth surface. In the difference D = θ1 − θ2 the two ones cancel:

D(t) = e^(−k2 t) − e^(−k1 t).

It is zero at t = 0, when both surfaces are bare, and tends to zero at late times, when both are full. In between it is positive, because the slower exponential is the larger one. Its slope is

D′(t) = k1 e^(−k1 t) − k2 e^(−k2 t).

The first term is the uptake rate of surface 1 and the second that of surface 2. The difference grows as long as surface 1 is still filling faster. To find how long that lasts, multiply the condition D′ > 0 by the positive quantity e^(k1 t)/k2:

k1/k2 > e^((k1−k2)t).

The logarithm is an increasing function and k1 − k2 is positive, so this is the same as t < t*, with

t* = ln(k1/k2)/(k1 − k2).

Thus D rises at every time before t* and falls at every time after it. The stationary point is the single maximum over all exposure times. If k2 > k1, the same argument applies to θ2 − θ1 with the labels exchanged. Numerator and denominator then both change sign, and the formula for t* is unchanged.

To recover the form found from dimensions, set u = ½ ln r. Then k1 = √(k1k2) e^u and k2 = √(k1k2) e^(−u), so k1 − k2 = 2√(k1k2) sinh u, while ln r = 2u. Hence

t* = (1/√(k1k2)) · u/sinh u.

The function g is u/sinh u. It is even in u, as the exchange of labels requires.

The height of the maximum follows from the two exponents at t*:

k2 t* = ln r/(r − 1), k1 t* = r ln r/(r − 1).

The empty fractions are therefore r^(−1/(r−1)) on surface 2 and r^(−r/(r−1)) on surface 1. Their exponents differ by (r − 1)/(r − 1) = 1, so at the optimum surface 2 has r times the empty fraction of surface 1. This is the equality of uptake rates in another form: the slower surface makes up for its smaller rate constant by having more empty sites. Subtracting the two fractions gives

D(t*) = (r − 1) r^(−r/(r−1)).

Raising the pressure multiplies both rate constants by the same factor. It shortens t* but does not raise this height. A larger difference needs a larger ratio of rates.

Two limits show what the ratio does. Let r = 1 + ε with ε small and k2 = k. Then t* = ln(1 + ε)/(kε), which tends to 1/k because ln(1 + ε) ≈ ε. The height tends to ε/e, since r^(−1/(r−1)) = e^(−ln(1+ε)/ε) tends to 1/e and the remaining factor (r − 1)/r tends to ε. The time stays finite while the difference vanishes. At k1 = k2 the coverages are equal at all times and no exposure is preferred, although the formula has a finite limit there.

In the opposite limit, r ≫ 1, the optimum time is close to ln r/k1. The shortfall of D from 1 is the sum of two losses, the sites still empty on surface 1 and the sites filled on surface 2:

1 − D(t*) ≈ 1/r + (ln r)/r.

The first term comes from e^(−k1 t*) ≈ 1/r, the second from θ2 ≈ k2 t* ≈ (ln r)/r. For large r the unwanted coverage of surface 2 is the greater loss. If k2 is zero, D = θ1 keeps rising towards 1 and there is no finite optimum.

How closely must the exposure be timed? Differentiate once more:

D″(t) = k2² e^(−k2 t) − k1² e^(−k1 t).

At t* the uptake rates are equal, so k1² e^(−k1 t*) may be replaced by k1k2 e^(−k2 t*). This gives

D″(t*) = −k2(k1 − k2) e^(−k2 t*).

The height can be written in a similar way. Since e^(−k1 t*) = (k2/k1) e^(−k2 t*), we have D(t*) = e^(−k2 t*)(k1 − k2)/k1. Dividing one by the other leaves

D″(t*)/D(t*) = −k1k2.

For a small timing error δ, the relative loss of coverage difference is therefore k1k2δ²/2 to leading order. The same time 1/√(k1k2) that appeared in the dimensional argument sets the curvature at the top. It does not by itself set the width further down, which depends on r as well. The leading-order estimate holds only for errors much shorter than 1/(k1 + k2). The next derivative, again with equal uptake rates, is D‴(t*) = k2(k1² − k2²) e^(−k2 t*), which is positive. The cubic term D‴δ³/6 thus raises D on the late side and lowers it on the early side, so for moderate errors a late stop costs less than an equally early one.

The largest difference is not the same goal as the purest deposit. One measure of selectivity is

S = (θ1 − θ2)/(θ1 + θ2) = (1 − q)/(1 + q), q = θ2/θ1.

S falls when q rises, because dS/dq = −2/(1 + q)². The logarithmic slope of q is

d(ln q)/dt = k2/(e^(k2 t) − 1) − k1/(e^(k1 t) − 1),

where each term is θ′/θ with numerator and denominator multiplied by e^(kt). Now (e^(kt) − 1)/k is the integral of e^(ks) over s from 0 to t, and this integral grows with k. Its reciprocal k/(e^(kt) − 1) is then smaller for k1 than for k2, so the slope is positive. The ratio q rises steadily and S falls steadily. At vanishing exposure θ ≈ kt on both surfaces, which gives the starting value S = (k1 − k2)/(k1 + k2). That best value belongs to a growth surface with almost nothing on it. The time t* is the compromise that results when a filled site on surface 2 is counted as costing as much as a filled site on surface 1 is worth.

If the cost is different, maximise θ1 − wθ2 with a positive weight w. Its slope is k1 e^(−k1 t) − wk2 e^(−k2 t), and the steps used above give

t_w = ln(k1/(wk2))/(k1 − k2), for k1 > k2 and wk2 < k1.

A weight above 1 shortens the exposure. If w reaches r or more, the weighted difference never rises above zero and the best exposure is none.

To put numbers in, the rate constant must be tied to the gas. Let J be the number of molecules striking unit area per unit time, s the probability that a molecule arriving at a bare surface sticks, and N the number of sites per area. The uptake per area is N dθ/dt = sJ(1 − θ), so

k = sJ/N.

For a gas of number density n and molecular mass m at temperature T, the velocity component v towards the surface has the Maxwell distribution √(m/(2πk_BT)) e^(−mv²/(2k_BT)), where k_B is Boltzmann's constant. The flux is n times the integral of v over this distribution for v > 0. The integral of v e^(−mv²/(2k_BT)) from 0 to ∞ is k_BT/m, so J = n√(k_BT/(2πm)). With n = p/(k_BT) this becomes

J = p/√(2πmk_BT).

As an example take trimethylaluminium, treated as single molecules of molar mass 72.09 g/mol, at a pressure of 1 mTorr and 473 K without carrier gas. The growth surface is silica covered with hydroxyl groups and the non-growth surface is silicon terminated with hydrogen. Rough values chosen for the estimate are s1 = 0.01, s2 = 0.0001 and N = 4 per nm² on both. This N may be somewhat high, because the methyl groups left on adsorbed molecules crowd one another; with the sticking probabilities held fixed, t* is proportional to N. The flux formula gives J = 1902 per nm² per second. Then

k1 = 0.01 × 1902/4 = 4.76 per second, k2 = 0.0476 per second,

and r = 100. The optimum time is

t* = 4.605/(4.756 − 0.048) s = 0.978 s,

or a dose, pressure times time, of 0.978 mTorr s. The inputs are rough: if each sticking probability may be wrong by a factor of ten either way, t* can lie anywhere from about 0.1 s to 10 s. The further digits are kept only to make small changes visible. At this time θ1 = 0.990 and θ2 = 0.045, and the difference is 0.945. The large-r estimate of the shortfall is 0.010 + 0.046 = 0.056, close to the actual 0.055. The selectivity S has fallen from 0.980 at vanishing exposure to 0.912.

The maximum is broad. Solving D(t) = 0.99 D(t*) numerically on each side gives a window from 0.74 s to 1.37 s within which the difference is at most 1 % below its largest value. The window reaches 0.39 s beyond the optimum but 0.24 s before it, an asymmetry in the direction given by the positive third derivative. Errors of this size are too large for the cubic term alone to give its amount. Halving the exposure lowers the difference to 0.879, and doubling it gives 0.911. The two errors leave different surfaces behind: the short exposure leaves growth sites empty, while the long one fills more of the non-growth surface.

A real valve does not switch the pressure on at once. Let the pressure be a(t) times its steady value, so that both rate constants are multiplied by a(t), and define the effective time x as the integral of a from 0 to t. Since dx = a dt, the rate law becomes dθ/dx = k(1 − θ), and the optimum is at x = t*. For a rise a = 1 − e^(−t/τ),

x = t − τ(1 − e^(−t/τ)).

With τ = 0.10 s the largest difference is reached at 1.078 s, later by almost exactly τ because the exponential has died out by then. This does not mean that the valve should be closed at 1.078 s. When it closes at time t_c, gas remains, and if the pressure decays with the same τ, the tail adds τ(1 − e^(−t_c/τ)) to x. That is what the slow rise took away, so the total is x = t_c. Closing the valve at 0.978 s again gives a final difference of 0.945. Unequal rise and decay times would leave a remainder.

Constant pressure also requires that the gas is not used up. Filling all sites of a flat coupon of 1 cm² takes 0.20 % of the molecules in a 10 litre chamber at the stated pressure and temperature, so constant pressure is a fair assumption for the coupon. The walls are another matter. A 10 litre chamber has at least 2200 cm² of wall, and if the walls were bare and took up gas like the growth surface, filling them would need more than four times the gas in the chamber. The assumption therefore also requires walls that are already saturated or a gas supply fast enough to hold the pressure. If the pressure sags nevertheless, the effective time x still applies: provided the integral of the actual pressure over time does reach the same dose, the optimum comes later and its height is unchanged. The dose may never be reached. In a sealed chamber with such bare walls the gas is used up when θ1 is a little under one quarter; x then stops near 0.05 s and the difference levels off near 0.22.

Some departures from the model leave t* alone. Suppose adsorbed molecules leave both surfaces with the same rate constant k_d, so that dθ/dt = k(1 − θ) − k_dθ. From a bare start the solution is

θ = [k/(k + k_d)](1 − e^(−(k+k_d)t)),

and its slope is k e^(−kt) e^(−k_d t). The slope of the difference is the earlier D′ multiplied by the common factor e^(−k_d t), so it changes sign at the same t*. Up to that time the slope is positive but reduced, so the maximum is lower. For a rough barrier of 1.5 eV and an attempt rate of 10¹³ per second, the estimate k_d = 10¹³ e^(−1.5 eV/(k_BT)) is 0.0010 per second, and the difference drops from 0.9450 to 0.9448. Desorption at unequal rates k_d1 and k_d2 spoils the cancellation. The slope of the difference is then k1 e^(−(k1+k_d1)t) − k2 e^(−(k2+k_d2)t), which changes sign at ln r/(k1 − k2 + k_d1 − k_d2) if the denominator is positive. If k_d2 − k_d1 reaches k1 − k2, the slope stays positive and there is no finite optimum. In the example this happens for a barrier of 1.15 eV on the non-growth surface, where k_d2 is 5.6 per second.

Defects cost more in this example, although a barrier of 1.3 eV instead of 1.5 eV would reverse the order. If a fraction f of the sites on the non-growth surface reacts as fast as the growth surface, its mean coverage is (1 − f)θ2 + fθ1. Subtracting this from θ1 leaves (1 − f)(θ1 − θ2). The time is again unchanged, and the height is multiplied by 1 − f. With 2 % of such sites, 0.945 becomes 0.926.

Unequal site densities require a decision about what is to be compared. The difference in adsorbed molecules per area is N1θ1 − N2θ2. This is N1 times the weighted difference treated above, with w = N2/N1, so its maximum lies at

t_N = ln(N1k1/(N2k2))/(k1 − k2), for k1 > k2 and N1k1 > N2k2.

Because Nk = sJ, the argument of the logarithm is s1/s2. If N2 is lowered to 2 per nm² with both sticking probabilities held fixed, k2 doubles to 0.095 per second. The coverage difference is then largest at 0.839 s, but the difference in amount is largest at 0.988 s, where it is 3.78 molecules per nm².

The form of the rate law matters more. Suppose that a molecule splits on adsorption into two fragments, which need two neighbouring empty sites, and that the empty sites stay distributed at random, as when the fragments move about quickly and independently on the surface. (Fragments fixed where they land would leave isolated empty sites that can never be filled, and the law below would fail at high coverage. Molecules that stay whole and cover two sites would not leave the empty sites random even if they moved quickly.) Then dθ/dt = k(1 − θ)². For the empty fraction this reads dφ/dt = −kφ², which gives d(1/φ)/dt = k, hence φ = 1/(1 + kt), and the uptake rate is k/(1 + kt)². Surface 1 fills faster as long as

√k1 (1 + k2 t) > √k2 (1 + k1 t).

Collecting the terms in t on the right gives √k1 − √k2 > t√(k1k2)(√k1 − √k2), or t < 1/√(k1k2). Here the function g of the dimensional argument is simply 1. At this time k1 t = √r and k2 t = 1/√r, and the difference of the empty fractions is

√r/(√r + 1) − 1/(√r + 1) = (√r − 1)/(√r + 1).

With the same two rate constants the optimum moves from 0.98 s to 2.10 s, and the largest difference falls from 0.945 to 0.818. The last empty sites on the growth surface now fill slowly, and the non-growth surface gains coverage in the meantime.

Set beside a real process, the example is a simplified first exposure. Trimethylaluminium does react readily with surface hydroxyl groups and much less readily with hydrogen-terminated silicon, but the sticking probabilities depend on surface preparation, and the smaller one is especially uncertain. If s2 is ten times larger with everything else fixed, the optimum falls to 0.54 s and the largest difference to 0.697. This change and the change to two-site kinetics each move the one-second estimate by about a factor of two, in opposite directions. An error in s1 can matter more, because t* is close to ln r/k1 for large r. If s1 is ten times smaller, then r = 10 and t* = 2.303/(0.476 − 0.048) s = 5.4 s. Stopping at 0.98 s would then give a difference of only 0.33, although 0.70 could be reached. The example has a pressure of 1 mTorr and no carrier gas. In a reactor that works near 1 Torr in total with a carrier gas, molecules must diffuse to the surface, and the flux formula with the mean precursor pressure may overstate the supply. Deep trenches whose walls take up the gas break the assumption of a common flux even without a carrier. Nor does the result carry over to a sequence of deposition cycles: after the first cycle the non-growth surface is no longer bare, and material deposited there can offer new reactive sites. For a flat pattern in its first exposure, with first-order uptake, desorption negligible or equal on both surfaces, rate constants measured on the surfaces in question and equal weight given to wanted and unwanted coverage, the design rule is to fix the dose at p t* and to seek a higher difference through the ratio of the rates.

Numbers in the example were calculated in double precision.
